# Why a silicon pseudopotential loses accuracy as the atom is ionized

Adding the same constant to a potential everywhere moves every orbital energy by that constant and leaves the orbitals alone. A pseudopotential and the full atomic potential respond to such a change identically. If $e$ is the error of an orbital energy after a small change $\delta V(r)$ of potential, and $e=0$ before it, this symmetry requires

$$e=\int_0^\infty K(r)\,\delta V(r)\,dr,\qquad \int_0^\infty K(r)\,dr=0 ,$$

to first order. Only differences of $\delta V$ between places can matter. When electrons are removed, electrostatics makes those differences of order charge divided by length. Inside a sphere of radius $r_c$, in atomic units, the form is therefore

$$e\sim \kappa\,\frac{Q}{r_c},$$

where $Q$ is the charge removed from inside the sphere and $\kappa$ is a pure number measuring how badly the pseudo-orbital imitates the true one there. In this first-order, electrostatic picture, ionization matters through the charge taken from the inner region, which need not grow in step with the charge of the ion. What follows finds $K$, solves the case of a charged shell, and then compares the errors in silicon ions with the inner charge they lose.

## The atom and its pseudopotential

Silicon is treated here as a spherical, spin-restricted, nonrelativistic atom in the local density approximation (LDA). Energies are in hartree (Ha) or millihartree (mHa), lengths in bohr. The radial orbital $u(r)$ satisfies

$$-\tfrac12u''+\left[V(r)+\frac{l(l+1)}{2r^2}\right]u=\varepsilon u,\qquad \int_0^\infty u^2dr=1 .$$

The pseudopotential is made once, from neutral $3s^23p^2$, with $r_c=1.9$ bohr for both channels. Outside $r_c$ the pseudo-orbital $\tilde u$ equals $u$. Inside, it has the nodeless Troullier–Martins form: $r^{l+1}$ times the exponential of an even polynomial. The polynomial is fixed by matching the value and four derivatives at $r_c$, by a condition of zero curvature of the potential at the origin, and by norm conservation,

$$\int_0^{r_c}\tilde u^2dr=\int_0^{r_c}u^2dr\equiv N .$$

Inverting the radial equation for $\tilde u$ gives a screened potential $W_l$. Subtracting the Hartree and exchange–correlation potentials of the pseudo-valence density leaves the ionic pseudopotential, which is then kept for every ion.

The sequence is neutral Si, Si$^+$ ($3s^23p^1$), Si$^{2+}$ ($3s^2$) and Si$^{3+}$ ($3s^1$). The gap is $\varepsilon_{3p}-\varepsilon_{3s}$, with $3p$ empty in the last two. Its error is the pseudo-atom value minus the all-electron value, both self-consistent. It is a diagnostic of the potential within LDA, not the error of a measured excitation energy.

## What norm conservation protects

First-order perturbation theory gives $\int u^2\delta V\,dr$ for the true shift and $\int\tilde u^2\delta V\,dr$ for the pseudo one. Hence

$$K(r)=\tilde u(r)^2-u(r)^2 .$$

This vanishes outside $r_c$, where the orbitals coincide, and norm conservation makes its integral over the sphere zero. That is stronger than the opening symmetry: $\delta V$ need be constant only inside $r_c$, whatever it does outside, for the first-order error to vanish.

The same protection appears in scattering. Let $u(r,E)$ be the regular solution at energy $E$, let a dot mean $\partial/\partial E$, and let $D=u'/u$ at $r_c$. Differentiating the radial equation with respect to energy gives

$$-\tfrac12\dot u''+\left[V+\frac{l(l+1)}{2r^2}\right]\dot u=E\dot u+u .$$

Multiply this by $u$, multiply the original equation by $\dot u$, and subtract. The potential and energy terms cancel:

$$-\tfrac12\left(u\dot u''-\dot u u''\right)=u^2 .$$

The left side is the derivative of $-\tfrac12(u\dot u'-\dot u u')$. Integrating from the origin, where regularity removes the boundary term, and using $u\dot u'-\dot uu'=u^2\dot D$,

$$N=-\tfrac12u(r_c)^2\frac{dD}{dE}.$$

Equal norms mean equal slopes of $D(E)$. The mismatch $\tilde D-D$ starts at second order in the energy shift.

To turn this mismatch into an eigenvalue error, apply the same integration from $r_c$ to infinity. The boundary now enters with the opposite sign, so the outer solution has $dD_{\rm out}/dE=2(1-N)/u(r_c)^2$. An eigenvalue is where the inner and outer values of $D$ agree. If the inner one is changed by $\tilde D-D$, the crossing moves by $e$, with

$$\tilde D-D-\frac{2N}{u(r_c)^2}e=\frac{2(1-N)}{u(r_c)^2}e .$$

The norms add to one, and $e=\tfrac12u(r_c)^2(\tilde D-D)$ for a small mismatch.

The energy shift that counts is not the full change of eigenvalue. If the inner potential falls uniformly by the same amount as $\varepsilon$, the inner equation is unchanged. What counts is the change of $\varepsilon-V(r_c)$. In the self-consistent all-electron atoms, $\varepsilon_{3s}$ falls from $-0.398$ to $-1.455$ Ha between neutral Si and Si$^{3+}$, a change of $-1.057$ Ha, yet $\varepsilon_{3s}-V(r_c)$ rises by only $0.019$ Ha. For $3p$ the rise is $0.090$ Ha. Most of the large eigenvalue shift is thus a common lowering, which the pseudopotential follows well. What remains is the nonuniform part of the change inside the sphere, which is taken next.

## The solvable case: a charged shell

Let $Q(r)$ be the number of electrons removed from within radius $r$. The positive charge left behind attracts the remaining electrons, so by Gauss's law

$$\frac{d\,\delta V}{dr}=\frac{Q(r)}{r^2}.$$

Define the partial-norm difference

$$M(r)=\int_0^r\left(\tilde u^2-u^2\right)dr',\qquad M(0)=M(r_c)=0 .$$

Since $K=M'$, integration by parts gives

$$e=\int_0^{r_c}M'\,\delta V\,dr=\Big[M\,\delta V\Big]_0^{r_c}-\int_0^{r_c}M\,\frac{d\,\delta V}{dr}dr
=-\int_0^{r_c}\frac{M(r)\,Q(r)}{r^2}\,dr .$$

The boundary term vanishes at both ends. This is the precise version of $\kappa Q/r_c$: the error is the removed inner charge weighted by the partial-norm mismatch.

Now remove a charge $\delta$ from a thin shell of radius $R$, holding all else fixed. Then $\delta V=-\delta/\max(r,R)$, and $Q$ is zero for $r<R$ and $\delta$ beyond. For $R<r_c$,

$$e=-\delta\int_R^{r_c}\frac{M(r)}{r^2}dr ,$$

while for $R\ge r_c$ the first-order error is zero. If the true orbital holds more norm than the pseudo-orbital within every radius between $R$ and $r_c$, $M$ is negative there and $e$ is positive.

Diagonalizing the radial equations with the shell potential added gives the size of the effect in silicon. For $R=3.0$ bohr, removing one whole electron produces errors of about $-0.001$ mHa in $3s$ and $-0.003$ mHa in $3p$. For $R=1.0$ bohr the results are:

| charge removed | $3s$ error (mHa) | $3p$ error (mHa) |
|---:|---:|---:|
| 0.5 | $-0.60$ | $0.28$ |
| 1.0 | $-2.76$ | $-0.37$ |

The inner shell does far more damage, but not by first-order response alone. The initial slopes at $R=1.0$ bohr are $0.01$ mHa per electron for $3s$ and $1.03$ for $3p$. The tiny $3s$ slope means that the integral of $M/r^2$ from the shell to $r_c$ nearly vanishes; this is a cancellation, since $M$ for $3s$ changes sign there, running between $-0.0041$ and $+0.0012$, and the integral of $|M|/r^2$ is $0.38$ mHa. For one electron, first order predicts $+0.01$ mHa in $3s$, and the full answer is $-2.76$ mHa. Doubling the charge multiplies that error by $2.76/0.60\approx4.6$. In $3p$ the higher-order response even reverses the sign.

So two things matter already in this model. Inner charge is what exposes the mismatch, and the response to a large inner charge is itself nonlinear, which can enlarge the error or reverse its sign.

## How much inner charge is removed

In an ion the charge does not leave from a chosen shell, and the remaining orbitals contract. The all-electron norms inside $r_c$ are as follows, with $Q_{\rm in}=f_sN_s+f_pN_p$ for occupations $f_s,f_p$.

| ion | $N_s$ | $N_p$ | $Q_{\rm in}$ | removed |
|---|---:|---:|---:|---:|
| Si | 0.426 | 0.244 | 1.340 | 0 |
| Si$^+$ | 0.465 | 0.312 | 1.242 | 0.098 |
| Si$^{2+}$ | 0.514 | 0.384 | 1.027 | 0.313 |
| Si$^{3+}$ | 0.570 | 0.460 | 0.570 | 0.770 |

The first $3p$ electron takes $0.244$ electron out of the sphere. The two $3s$ electrons then bring back $2(0.465-0.426)=0.078$, and the remaining $3p$ electron brings back $0.312-0.244=0.068$. The net loss is only $0.244-0.078-0.068=0.098$.

The second step removes a more compact $3p$ electron, with norm $0.312$, and contraction returns $2(0.514-0.465)=0.098$, leaving a loss close to $0.215$. The third removes a $3s$ electron with norm $0.514$, and the one electron left returns only $0.057$. The loss is $0.457$. Equal steps in ionic charge are therefore unequal steps in inner charge: $0.098$, $0.215$ and $0.457$. The departing electron is more compact each time, and fewer electrons remain to refill the sphere.

A large norm is not itself an error. At the reference, the pseudo-orbital has the same norm by construction. Away from it the agreement slowly fails: in Si$^{3+}$ the pseudo norms are $0.564$ and $0.452$, against $0.570$ and $0.460$. The norm tells how strongly an electron samples the region in which the two descriptions differ.

## The gap error

The self-consistent gaps and errors are:

| ion | true gap (Ha) | $3s$ error (mHa) | $3p$ error (mHa) | gap error (mHa) |
|---|---:|---:|---:|---:|
| Si | 0.2448 | 0 | 0 | 0 |
| Si$^+$ | 0.2681 | 0.70 | 0.48 | $-0.22$ |
| Si$^{2+}$ | 0.2916 | 3.30 | 2.60 | $-0.70$ |
| Si$^{3+}$ | 0.3152 | 12.83 | 10.64 | $-2.19$ |

"True" here means the all-electron LDA value. The zeros in the first row are imposed by the construction. For Si$^{3+}$ the gap error is $10.64-12.83=-2.19$ mHa, or $-0.060$ eV, about $0.7\%$ of the gap. Most of the orbital error is common to $3s$ and $3p$ and cancels. A small gap error is therefore weak evidence that the orbital energies are right.

The gap error grows by a factor of about $9.9$ from Si$^+$ to Si$^{3+}$, while the removed inner charge grows by about $7.9$. Per electron removed from the sphere, the gap errors are $-0.221/0.098\approx-2.3$, $-0.70/0.313\approx-2.2$ and $-2.19/0.770\approx-2.8$ mHa. In these three ions the gap error thus roughly follows the inner charge removed. This is a correlation, and the first-order formula does not give the size of the error. Evaluated with the all-electron $Q(r)$ of each ion, $-\int M Q/r^2\,dr$ is $0.18$, $0.59$ and $1.21$ mHa for $3s$, against the actual $0.70$, $3.30$ and $12.83$, and only $-0.004$, $-0.014$ and $-0.061$ mHa for the gap. Nor is it a law: the same ratio for the $3s$ energy rises from about $7$ to $11$ to $17$ mHa per electron. The near-constancy for the gap has to be examined, because different errors may be cancelling.

## Three sources of error

Two intermediate calculations separate the sources. The first is an all-electron atom whose core density is frozen at its neutral form. The second is a pseudo-atom in which that core density is included in exchange and correlation, both when the pseudopotential is unscreened and in each ion. Going from the relaxed atom to the frozen core, then to this pseudo-atom, then to the ordinary one, changes the gap by:

| ion | core relaxation (mHa) | pseudization (mHa) | core–valence XC (mHa) |
|---|---:|---:|---:|
| Si$^+$ | 0.06 | $-0.14$ | $-0.15$ |
| Si$^{2+}$ | 0.20 | $-0.23$ | $-0.67$ |
| Si$^{3+}$ | 0.46 | 0.38 | $-3.04$ |

XC means exchange–correlation. The parts add to the gap error, though their separate sizes depend on the order in which the approximations are introduced. Taken in this order, the largest part in Si$^{3+}$ by far is the omission of core density from a nonlinear functional. If instead the core density is first dropped from XC with the all-electron orbitals kept, and the orbitals are pseudized last, the XC parts are $+0.18$, $+1.05$ and $-1.26$ mHa and the pseudization parts $-0.47$, $-1.95$ and $-1.39$ mHa. The table is therefore not a unique division of the error, and even the sign of a part can depend on the order.

Local exchange shows why this part can grow faster than the charge removed. For density $n$, its potential is $-a n^{1/3}$, with $a=(3/\pi)^{1/3}$. At a given point let the valence density fall from $n_0$ to $n_1$ beside a fixed core density $n_c$. The ordinary pseudo-atom raises the exchange potential by $a(n_0^{1/3}-n_1^{1/3})$. With the core present the rise is $a[(n_0+n_c)^{1/3}-(n_1+n_c)^{1/3}]$. Writing each difference as an integral of its derivative, the excess rise is

$$g=\frac a3\int_{n_1}^{n_0}\left[n^{-2/3}-(n+n_c)^{-2/3}\right]dn .$$

The bracket is positive, so the missing core makes the remaining electrons too weakly bound wherever density is lost. The derivative of the bracket with respect to $n$ is

$$-\tfrac23\left[n^{-5/3}-(n+n_c)^{-5/3}\right]<0 .$$

The bracket therefore grows as $n$ falls: each further equal loss of valence density costs more than the last. If $n_c\ll n$, the bracket is approximately $\tfrac23n_cn^{-5/3}$ and the error disappears with the core density. If $n_c\gg n$, the core term is negligible and nearly the whole exchange change of the bare pseudo-atom is wrong. Where contraction increases the valence density, $g$ reverses sign.

This argument fixes the local sign and curvature for exchange with unchanged orbitals. It does not by itself give the gap, which depends on where $3s$ and $3p$ sample $g$. The calculation gives the size of the XC part for the order of steps used here, not its distribution in space.

## The pseudization part, without a small parameter

The remaining shape error can be followed over the whole change of potential. Let $u_0,u_q$ be the orbitals before and after ionization in the frozen-core atom, and $\Delta V$ the full potential change. Taking the difference of the two Hamiltonians between these orbitals gives

$$\int u_0\,\Delta V\,u_q\,dr=(\varepsilon_q-\varepsilon_0)\int u_0u_q\,dr .$$

With $t=u_0u_q/\int u_0u_q\,dr$, for nonzero overlap, this reads $\varepsilon_q-\varepsilon_0=\int t\,\Delta V\,dr$. The pseudo-atom with core density has $\tilde t$ and potential change $\Delta W$. Subtract the two results, add and subtract $\int\tilde t\,\Delta V\,dr$, and use $\int t\,dr=\int\tilde t\,dr=1$ to remove the constant $\Delta V(r_c)$:

$$e=\int(\tilde t-t)\left[\Delta V-\Delta V(r_c)\right]dr+\int\tilde t\,(\Delta W-\Delta V)\,dr .$$

The first integral is the response of unlike orbitals to the same nonuniform change; the second is the difference in screening. For the Si$^{3+}$ gap, the first gives $0.93$ mHa from inside $r_c$ and $0.48$ from outside. The second gives $-1.02$. Their sum, $0.38$ mHa from unrounded values, conceals larger terms. In Si$^+$ the three are $0.02$, $0.03$ and $-0.18$ mHa, so for this $r_c$ the pseudization error changes sign along the sequence; with $r_c=1.685$ bohr it stays negative.

## What the diagnostic can and cannot say

For this potential, the growth of the errors goes with the loss of inner charge and has several channels. Later ionizations remove more charge from inside $r_c$. That charge changes the inner potential nonuniformly, which norm conservation does not protect, and its removal alters the valence density on which the nonlinear XC term depends. The first-order response to the nonuniform change is only a small part of the errors found. In the order of steps used in the table, the second channel dominates the Si$^{3+}$ gap error.

Keeping the core density in XC leaves only the first two columns of the last table. Their sums, from unrounded values, are $-0.08$, $-0.03$ and $+0.84$ mHa for the three ions. The Si$^{3+}$ error is then smaller in size than $2.19$ mHa, but the very small value for Si$^{2+}$ comes from cancellation between core relaxation and pseudization.

The numbers belong to one LDA potential and one $r_c$, and they move strongly with the radius. The gap errors of the three ions are $-0.25$, $-0.86$ and $-2.94$ mHa for $r_c=1.685$ bohr, and $-0.17$, $-0.36$ and $-0.75$ mHa for $r_c=2.14$ bohr. Per electron removed from the sphere these are $-4.4$, $-4.4$, $-5.6$ and $-1.0$, $-0.8$, $-0.7$ mHa. In Hartree–Fock theory, the exchange operator is linear in the one-particle density matrix, so the density nonlinearity described here is absent. A potential intended for quantum Monte Carlo needs its own comparison with correlated all-electron energies. The inner norm remains a useful warning of exposure, but the signed orbital errors are needed to tell accuracy from cancellation.
